\section*{Sequential transmission through a zero-current Büttiker probe in a nanowire transistor}

\section*{Setting and conventions}

A conductor with Hamiltonian $H$ is connected to a source $S$, a drain $D$ and a third contact $P$, the probe. Electrons move independently in a fixed mean-field potential. Contact $a$ enters through its retarded self-energy $\Sigma_a$, and
\begin{equation}
\Gamma_a=i(\Sigma_a-\Sigma_a^\dagger),\quad
G=\Big[E-H-\sum_a\Sigma_a\Big]^{-1},\quad
T_{ab}=\mathrm{Tr}[\Gamma_aG\Gamma_bG^\dagger].
\end{equation}
$T_{ab}$ is the transmission from $b$ into $a$. Each contact has a single occupation $f_a(E)$. With $A=i(G-G^\dagger)$ and $G^n=G\big(\sum_b\Gamma_bf_b\big)G^\dagger$, the current that electrons carry from contact $a$ into the conductor is
\begin{equation}
I_a=\frac{ge}{h}\int i_a\,dE,\qquad i_a=\mathrm{Tr}[\Gamma_a(f_aA-G^n)].
\label{ia}
\end{equation}
Here $e>0$, particle flow into the conductor counts as positive, and $g$ is the number of spin and valley copies.

\section*{Part (a): currents from transmissions}

\textbf{Question.} Show that $\sum_{b\ne a}T_{ab}=\sum_{b\ne a}T_{ba}$, and write $i_a$ in terms of occupation differences.

\textbf{Answer.} Let $\Sigma=\sum_a\Sigma_a$ and $\Gamma=\sum_a\Gamma_a$. Since $H$ is Hermitian,
\begin{equation}
(G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger=-i\Gamma .
\end{equation}
Multiplying by $G$ from the left and $G^\dagger$ from the right gives $G-G^\dagger=-iG\Gamma G^\dagger$. Multiplying in the opposite order gives $G-G^\dagger=-iG^\dagger\Gamma G$. Hence
\begin{equation}
A=G\Gamma G^\dagger=G^\dagger\Gamma G .
\end{equation}
The first form yields $\mathrm{Tr}[\Gamma_aA]=\sum_bT_{ab}$. The second, with the cyclic property of the trace, yields
\begin{equation}
\mathrm{Tr}[\Gamma_aA]=\sum_b\mathrm{Tr}[\Gamma_bG\Gamma_aG^\dagger]=\sum_bT_{ba}.
\end{equation}
Removing the common term $b=a$ proves the sum rule. Inserting the first form into (\ref{ia}) gives
\begin{equation}
i_a=\sum_bT_{ab}f_a-\sum_bT_{ab}f_b=\sum_{b\neq a}T_{ab}(f_a-f_b).
\label{diff}
\end{equation}
The sum rule also ensures current conservation at each energy:
$\sum_ai_a=\sum_af_a\sum_b(T_{ab}-T_{ba})=0$.

\section*{Part (b): eliminating the probe}

\textbf{Question.} The probe draws no current at any energy. Find $f_P$ and the effective transmission defined by $i_S=T_{\rm eff}(f_S-f_D)$. Interpret the result without assuming time-reversal symmetry.

\textbf{Answer.} Setting $i_P=T_{PS}(f_P-f_S)+T_{PD}(f_P-f_D)=0$ gives
\begin{equation}
f_P=\frac{T_{PS}f_S+T_{PD}f_D}{T_{PS}+T_{PD}},
\qquad
f_S-f_P=\frac{T_{PD}(f_S-f_D)}{T_{PS}+T_{PD}} .
\end{equation}
The second relation follows because the terms $T_{PS}f_S$ cancel in the numerator. Substitution into $i_S=T_{SD}(f_S-f_D)+T_{SP}(f_S-f_P)$ yields
\begin{equation}
\boxed{T_{\rm eff}=T_{SD}+\frac{T_{SP}T_{PD}}{T_{PS}+T_{PD}}}.
\label{main}
\end{equation}
The drain gives a second form. From $f_P-f_D=T_{PS}(f_S-f_D)/(T_{PS}+T_{PD})$ and $i_D=-i_S$,
\begin{equation}
T_{\rm eff}=T_{DS}+T_{PS}\,\frac{T_{DP}}{T_{SP}+T_{DP}},
\end{equation}
where the sum rule replaced $T_{PS}+T_{PD}$ by $T_{SP}+T_{DP}$. The last term describes two successive events: an electron goes from source to probe, and the electron that replaces it leaves for the drain with the stated fraction. The two events are joined through transmissions, not amplitudes, so no phase passes through the reservoir. Each $T_{ab}$ may still contain interference.

The direct term is calculated with the probe attached. The sequential term is therefore not an addition to the probe-free transmission $T_0$, and $T_{\rm eff}$ may lie on either side of $T_0$, as part (e) shows.

Equation (\ref{main}) was tested on a random complex six-state Hamiltonian with two modes per contact, for which $T_{SP}=0.7470$ and $T_{PS}=0.4829$. The condition $i_P=0$ in (\ref{ia}) reads $f_P=\mathrm{Tr}[\Gamma_PG^n]/\mathrm{Tr}[\Gamma_PA]$. Iterating it to self-consistency and evaluating the source current gave $0.949172$, as did (\ref{main}).

\section*{Part (c): a point probe in a flat wire}

\textbf{Question.} A one-dimensional wire without a barrier carries a probe $\Sigma_P(x,x')=-\tfrac{i}{2}\lambda\,\delta(x-x_P)\delta(x'-x_P)$. Find all terms of $T_{\rm eff}$, discuss weak and strong coupling, and relate $\lambda$ to a scattering time $\tau$ in a channel of length $L$.

\textbf{Answer.} The Hamiltonian is real from here on, so $G$ is symmetric and $T_{ab}=T_{ba}$. Without the probe, $G_0(x,x')=e^{ik|x-x'|}/(i\hbar v)$. Dyson's equation is
\begin{equation}
G(x,x')=G_0(x,x')-\tfrac{i\lambda}{2}G_0(x,x_P)G(x_P,x').
\end{equation}
At $x=x_P$, with $G_0(x_P,x_P)=1/(i\hbar v)$, it gives
\begin{equation}
G(x_P,x')=\frac{G_0(x_P,x')}{1+\beta},\qquad \beta=\frac{\lambda}{2\hbar v}.
\end{equation}
For $x$ and $x'$ on opposite sides of the probe, $G_0(x,x_P)G_0(x_P,x')=G_0(x,x')/(i\hbar v)$, so
\begin{equation}
G(x,x')=G_0(x,x')\Big(1-\frac{\beta}{1+\beta}\Big)=\frac{G_0(x,x')}{1+\beta}.
\end{equation}
An ideal lead attached at a point has broadening strength $\hbar v$; the probe has strength $\lambda$. Therefore
\begin{align}
T_{SD}&=(\hbar v)^2|G(x,x')|^2=\frac1{(1+\beta)^2},\\
T_{SP}=T_{PD}&=\hbar v\,\lambda\,\frac{1}{(\hbar v)^2(1+\beta)^2}=\frac{2\beta}{(1+\beta)^2}.
\end{align}
For equal probe transmissions the sequential term is half of one of them:
\begin{equation}
T_{\rm eff}=\frac{1}{(1+\beta)^2}+\frac{\beta}{(1+\beta)^2}=\frac1{1+\beta}.
\end{equation}
For $\beta\ll1$ the direct term falls by $2\beta$ and the sequential term restores $\beta$: half of the absorbed electrons go forward and half go back. The derivative of the sequential term is $(1-\beta)/(1+\beta)^3$, so its maximum is $1/4$, at $\beta=1$. For $\beta\to\infty$ the probe reflects the incident wave, and both terms vanish.

To fix $\lambda$, suppose electrons are absorbed at rate $1/\tau$ all along the channel and re-emitted equally in both directions. Reversal then occurs at rate $1/(2\tau)$, and the right- and left-moving occupations obey
\begin{equation}
\frac{dn_+}{dx}=\frac{dn_-}{dx}=-\frac{n_+-n_-}{2v\tau}.
\end{equation}
The difference $J=n_+-n_-$ is constant. With $n_+(0)=1$ and $n_-(L)=0$ we have $n_+(L)=J$, so $1-J=JL/(2v\tau)$ and
\begin{equation}
J=\frac1{1+L/(2v\tau)} .
\end{equation}
This equals $1/(1+\beta)$ if $\lambda=\hbar L/\tau$. Each absorption erases the momentum, so $\tau$ is also the momentum relaxation time in $\mu=e\tau/m$.

\section*{Part (d): is the phase really broken?}

\textbf{Question.} Two scatterers with transmissions $T_1$ and $T_2$ have between them a long, reflectionless probe that absorbs every electron. Find $T_{\rm eff}$. Compare it with the coherent result and with the phase average of the coherent result.

\textbf{Answer.} No electron passes directly, so $T_{SD}=0$, $T_{SP}=T_1$ and $T_{PD}=T_2$. Equation (\ref{main}) gives
\begin{equation}
T_{\rm eff}=\frac{T_1T_2}{T_1+T_2},
\end{equation}
which does not depend on the separation. Without the probe, summing multiple reflections with round-trip phase $\varphi$ gives
\begin{equation}
T_0(\varphi)=\frac{T_1T_2}{|1-\rho e^{i\varphi}|^2},\qquad \rho^2=(1-T_1)(1-T_2).
\end{equation}
Expanding $1/(1-\rho e^{i\varphi})$ in powers of $\rho e^{i\varphi}$ and averaging over $\varphi$ leaves $\sum_n\rho^{2n}=1/(1-\rho^2)$, so
\begin{equation}
\langle T_0\rangle_\varphi=\frac{T_1T_2}{T_1+T_2-T_1T_2},\qquad
\frac1{T_{\rm eff}}=\frac1{\langle T_0\rangle_\varphi}+1 .
\end{equation}
The extra unit arises because a single reservoir erases the direction of motion as well as the phase. This probe therefore does more than average over phases.

A numerical scan used $T_1=0.4862$, $T_2=0.3120$ and a 100 nm absorber, with the separation increased by up to 5.5 nm in steps of 0.5 nm. Without the probe the sampled transmission varied between 0.0602 and 0.7893; the steps miss the top of the resonance, and the formula for $T_0(\varphi)$ gives the full range $T_1T_2/(1\pm\rho)^2=0.060$ to $0.923$. With it, the range was 0.19003 to 0.19010, against the predicted $0.4862\times0.3120/0.7982=0.1900$.

\section*{Part (e): a short silicon transistor}

\textbf{Question.} A silicon nanowire channel has $L=10$ nm, transport mass $0.19\,m_e$, mobility 300 cm$^2$/Vs and $g=2\times4$. The gate barrier is $V_0/\cosh^2(x/w)$ with $w=5$ nm, and the Fermi level lies 0.060 eV above the subband bottom in the contacts. All phase breaking is assigned to one point probe.

With $V_0=0.05$ eV and the probe at $x=2.5$ nm, on the drain side, a numerical solution gives $T_0=0.8599$, $T_{SD}=0.2242$, $T_{SP}=0.3224$ and $T_{PD}=0.6726$. With $V_0=0.20$ eV and the same $\lambda$ at $x=0$, it gives $T_0=8.19\times10^{-7}$, $T_{SD}=7.48\times10^{-7}$ and $T_{SP}=5.10\times10^{-4}$. Find $\lambda$, $\beta$, both values of $T_{\rm eff}$ and the low-temperature on-state conductance.

\textbf{Answer.} The mobility gives $\tau=\mu m/e=32.4$ fs and $\hbar/\tau=20.3$ meV, so $\lambda=0.0203\times10=0.203$ eV nm. With $\hbar v=0.2194$ eV nm in the contacts, $\beta=0.2031/(2\times0.2194)=0.463$. A flat channel would have $T_{\rm eff}=1/1.463=0.68$.

For the low barrier,
\begin{align}
T_{\rm eff}&=0.2242+\frac{0.3224\times0.6726}{0.3224+0.6726}=0.2242+0.2179=0.442,\\
f_P&=0.3224/0.9950=0.324\quad(f_S=1,\ f_D=0).
\end{align}
Self-consistent iteration of $f_P$ gives the same two values. The probe is filled closer to the drain level because $T_{SP}<T_{PD}$ at this position. Attaching it lowers the direct term from 0.860 to 0.224; the sequential term restores 0.218, and the total stays well below $T_0$. With $ge^2/h=309.9\ \mu$S, the conductance is $309.9\times0.442=137\ \mu$S.

Adding the barrier and the flat-wire probe as resistances would give $1/(1/0.860+0.463)=0.615$, which is too large, so the two resistances may not simply be added here.

For the high barrier the device is symmetric about the probe, so the sequential term is $T_{SP}/2$ and
\begin{equation}
T_{\rm eff}=7.48\times10^{-7}+2.55\times10^{-4}=2.56\times10^{-4},
\end{equation}
about 310 times $T_0$ (the small transmissions come from a 0.25 nm lattice and carry a discretisation error of up to about 2\%). Direct tunnelling must cross the whole barrier, whereas each sequential step crosses half of it. The factor refers to the single energy 0.060 eV and to a probe at the barrier centre. It falls rapidly as the probe moves off centre, and at 300 K electrons near and above the barrier top dominate the thermal average, which the probe then changes only by a factor of order one. The magnitude is not a leakage prediction: the probe's energy-independent broadening itself supplies states under the barrier, which a real scattering process need not do.

\section*{Part (f): a voltage probe at finite temperature}

\textbf{Question.} Now only the energy-integrated probe current vanishes, and the probe has a Fermi distribution at the common temperature. Find the linear conductance and compare it with that of the energy-resolved probe.

\textbf{Answer.} Let $f_0$ be the equilibrium Fermi function at chemical potential $\mu_0$. To first order $f_a=f_0+(-\partial_Ef_0)(\mu_a-\mu_0)$. Define $\langle T\rangle=\int T(-\partial_Ef_0)\,dE$. Then $I_P=0$ becomes
\begin{equation}
\langle T_{PS}\rangle(\mu_P-\mu_S)+\langle T_{PD}\rangle(\mu_P-\mu_D)=0 .
\end{equation}
This has the algebraic form of part (b), with averages in place of transmissions, so
\begin{equation}
\mathcal G_V=\frac{ge^2}{h}\left[\langle T_{SD}\rangle+\frac{\langle T_{SP}\rangle\langle T_{PD}\rangle}{\langle T_{SP}\rangle+\langle T_{PD}\rangle}\right].
\end{equation}
The energy-resolved probe gives $\mathcal G_E=(ge^2/h)\langle T_{\rm eff}\rangle$. To order the two, write $p=T_{SP}$ and $q=T_{PD}$ and note that
\begin{equation}
\frac{pq}{p+q}=\min_s\,[s^2p+(1-s)^2q],
\end{equation}
with the minimum at $s=q/(p+q)$. Hence, for any fixed $s$, $\langle pq/(p+q)\rangle\le s^2\langle p\rangle+(1-s)^2\langle q\rangle$. Choosing $s=\langle q\rangle/(\langle p\rangle+\langle q\rangle)$ turns the right side into the voltage-probe term, so $\mathcal G_V\ge\mathcal G_E$. The two agree when $T_{SP}/T_{PD}$ is constant over the thermal window, and hence in the low-temperature limit if the transmissions are smooth at the Fermi level. Otherwise electrons can enter the voltage probe at one energy and leave at another.

For the on-state at 300 K, with barrier and $\lambda$ held fixed, the averages are 0.381 (energy-resolved) and 0.396 (voltage probe), a relative excess of 3.9\%. At 4 K the excess is 0.007\%. A direct search for the probe potential that nulls $I_P$ at 0.1 mV bias also gives 0.396. The energy-resolved conductance is $309.9\times0.381=118\ \mu$S, or $1.18\ \mu$A at 10 mV.

Equation (\ref{main}) holds at any bias for a given potential. The formula for $\mathcal G_V$ is restricted to linear response.

\section*{Part (g): the model and a real device}

\textbf{Question.} Which effects are left out of the on-state result, and how large are those that can be estimated?

\textbf{Answer.} The parameters are rough values for a 3 nm square [100] silicon wire. The Fermi wave number $k=0.547$ nm$^{-1}$ implies, at zero temperature, $gk/\pi=1.39$ electrons per nm, or about $1.5\times10^{20}$ cm$^{-3}$ over the 9 nm$^2$ section, in the range of a heavily doped source. The 10 mV bias is far below an operating drain voltage of several tenths of a volt, so $1.18\ \mu$A is not an on-current. Real phase breaking is spread along the channel: distributing the same total strength over 10 nm, with zero current at every local probe, changes $T_{\rm eff}$ from 0.442 to 0.475, or by 7\%. This figure is relative to the chosen position $x=2.5$ nm; a point probe at the channel end gives a value above the spread result, so the size and sign of the change depend on where the point probe is placed. A rough nonparabolicity of 0.5 eV$^{-1}$ raises the mass to $0.235\,m_e$ and, with $\lambda$ and the barrier fixed, lowers $T_{\rm eff}$ to 0.422, or by 5\%. If the mobility is held fixed instead, $\lambda\propto1/m$ drops to 0.164 eV nm and $T_{\rm eff}$ rises by a similar amount, so only the size of this effect, not its sign, is indicated. Taking $\lambda$ from the mobility counts all momentum relaxation as phase breaking, although static impurities and surface roughness relax momentum without breaking phase. Moreover, $\hbar/\tau=20$ meV exceeds the 10 meV of kinetic energy left at the barrier top, so $\lambda$ is a rough model parameter there, not a measured dephasing strength. Phonons exchange energy with the electrons, which the energy-resolved probe forbids. The 3.9\% of part (f) shows what free energy exchange does for this one probe position; for a probe at the barrier centre $T_{SP}=T_{PD}$ at every energy and the excess is zero, so the number is not an estimate of the phonon effect in a real wire. For parabolic bands and hard walls the next subband lies 0.136 eV higher and would add 1.4\% to the 300 K conductance; the same nonparabolicity narrows the gap to about 0.106 eV and raises the share to about 4\%. The on-state barrier's peak field is 0.077 MV/cm, below silicon's rough breakdown field of 0.3 MV/cm, and its height is far below the gap of about 1.1 eV, so neither avalanche nor band-to-band tunnelling is expected at this bias. Self-consistent charging, contact resistance and surface roughness beyond its share in the mobility are not included or sized.

\section*{Values computed for the example and the checks}
\begin{verbatim}
random device: T_eff formula 0.949172, kinetic 0.949172
random device: T_SP 0.7470, T_PS 0.4829
transport mass 0.19 m_e, lattice spacing 0.25 nm
Fermi level 0.060 eV, temperature 300 K
thermal energy kT 0.02585 eV
channel length 10.0 nm, barrier width w 5.0 nm
barrier on 0.05 eV, off 0.20 eV
mobility 300 cm2/Vs, tau 32.41 fs
hbar/tau 20.31 meV, probe strength 0.2031 eV nm
wave number 0.5470 1/nm, hbar*v 0.2194 eV nm
beta 0.4629, 1/(1+beta) 0.6836
flat wire T_eff: point probe 0.6831
flat wire T_eff: spread probes 0.6821
on: T_0 without probe 0.8599
on: T_0 analytic 0.8600
on: T_SD 0.2242, T_SP 0.3224, T_PD 0.6726
on: sequential term 0.2179, T_eff 0.4421
on: kinetic T_eff 0.4421
on: probe occupation for f_S=1, f_D=0: 0.3240
off: T_0 without probe 8.193e-07
off: T_SD 7.477e-07, T_SP 5.096e-04
off: T_eff 2.555e-04, ratio to T_0 311.9
two scatterers: T_1 0.4862, T_2 0.3120
coherent scan: min 0.0602, max 0.7893
probe scan: min 0.19003, max 0.19010
T_1 T_2/(T_1+T_2) 0.19004
conductance unit g e^2/h 309.92 uS, g = 8
zero-temperature conductance 137.01 uS
300 K average T_eff, energy-resolved probe 0.38084
300 K average T_eff, voltage probe 0.39558
300 K voltage probe by root search 0.39560
voltage-probe excess at 300 K 3.871 %
voltage-probe excess at 4 K 0.00697 %
300 K conductance, energy-resolved probe 118.03 uS
current at 10 mV and 300 K 1.1802 uA
neglected: spread phase breaking gives T_eff 0.4747
wire side 3.0 nm, confinement energy 0.265 eV
neglected: nonparabolicity 0.5 1/eV, mass 0.235 m_e
neglected: T_eff with nonparabolic mass 0.4219
neglected: next subband 0.136 eV higher
neglected: next-subband conductance share 1.42 %
peak barrier field 0.0768 MV/cm
\end{verbatim}
